# Local-energy variance, trial-function error and the cost of Monte Carlo sampling

**Q.** In variational Monte Carlo you guess a wavefunction, draw random points from it and average something over them. I accept that a better guess gives a better energy. I doubt that it should also need fewer points. Surely the noise comes from the random numbers, not from the physics?

**A.** The noise depends on what is being averaged, so let us define that first. Take a Hermitian Hamiltonian \(H\) and a real trial function \(\Psi\), not necessarily normalized. The points \(x\) are drawn with probability density
\[
\rho(x)=\frac{\Psi(x)^2}{\int\Psi^2\,dx},
\]
where \(x\) may stand for all the coordinates of the system. At each point we evaluate the local energy
\[
E_L(x)=\frac{(H\Psi)(x)}{\Psi(x)} .
\]
Its mean over \(\rho\) is
\[
\langle E_L\rangle=\frac{\int\Psi^2\,\dfrac{H\Psi}{\Psi}\,dx}{\int\Psi^2dx}
=\frac{\int\Psi\,H\Psi\,dx}{\int\Psi^2dx}=E ,
\]
the energy expectation value of \(\Psi\). The average therefore estimates \(E\), and the noise is set by how much \(E_L\) varies from point to point.

**Q.** You cancelled a factor of \(\Psi\). Is that safe for any function I might write down?

**A.** No. I need \(\Psi\) to lie in the domain of \(H\): \(H\Psi\) must be square integrable, and in one dimension \(\Psi\) must be continuous and its slope may have no jump that the potential does not demand. (A point cusp in three dimensions is milder: for \(e^{-r}\) the Laplacian is \((1-2/r)e^{-r}\), which is square integrable. A jump in slope across a whole surface, as in \(e^{-|r-1|}\), is not milder: it puts a delta function into the Laplacian and does the same harm as the one-dimensional kink below.) Isolated zeros of \(\Psi\) do no harm to the mean, since they carry no probability.

A kink in one dimension does harm. Take the harmonic oscillator, with energies in \(\hbar\omega\) and lengths in \(\sqrt{\hbar/m\omega}\), so that
\[
H=-\tfrac12\frac{d^2}{dx^2}+\tfrac12x^2 ,
\]
and try \(\Psi=e^{-|x|}\). Away from the origin \(\Psi''=\Psi\), so \(E_L=-\tfrac12+\tfrac12x^2\). The normalized density is \(e^{-2|x|}\), for which \(\langle x^2\rangle=2\int_0^\infty x^2e^{-2x}dx=\tfrac12\). The sampled mean is then \(-\tfrac12+\tfrac14=-0.25\), below the ground-state energy \(0.5\), which no true expectation value can be.

What is missing is the kinetic energy of the kink. The slope jumps by \(-2\) at the origin, so \(-\tfrac12\Psi''\) contains a delta function of weight \(+1\), which no sampled point ever sees. Since \(\Psi(0)=1\) and \(\int\Psi^2dx=1\), it adds \(1\) to the energy and gives the correct \(0.75\). From here on \(\Psi\) is in the domain of \(H\).

**Q.** Then how large is the scatter of \(E_L\)?

**A.** Use the definition of the variance and put \(E_L-E\) over a common denominator:
\[
\sigma^2=\langle(E_L-E)^2\rangle
=\frac{\int\Psi^2\left(\dfrac{H\Psi-E\Psi}{\Psi}\right)^2dx}{\int\Psi^2dx}
=\frac{\|(H-E)\Psi\|^2}{\|\Psi\|^2},
\]
with \(\|f\|^2=\int f^2dx\). The variance is the squared length of the residual of the Schrödinger equation.

If \(\Psi\) is an eigenfunction, \(H\Psi=E\Psi\), the residual is zero and so is \(\sigma^2\). Conversely, if \(\sigma^2=0\), a non-negative integrand has zero integral, so \((H-E)\Psi=0\) and \(\Psi\) is an eigenfunction.

**Q.** So the points are still random, but they all report the same number?

**A.** Yes. In an oscillator eigenstate, for example, the local kinetic term \(-\tfrac12\Psi''/\Psi\) and the potential each vary with position, but their sum does not. One point then gives the energy. The argument holds for excited states as well, so zero variance tells you that you have an eigenstate, not that you have the lowest one.

**Q.** Nobody has the exact eigenstate. What happens close to it?

**A.** Let \(\varphi_k\) be a normalized eigenfunction with energy \(E_k\), and write
\[
\Psi=\varphi_k+\varepsilon\chi,\qquad \langle\chi|\chi\rangle=1,\qquad \langle\varphi_k|\chi\rangle=0 .
\]
Any trial function that overlaps \(\varphi_k\) can be brought to this form: the part of the error along \(\varphi_k\) merely rescales \(\Psi\), and neither \(E\) nor \(\sigma^2\) depends on scale. The number \(\varepsilon\) measures the size of the error and \(\chi\) its direction. Orthogonality gives \(\|\Psi\|^2=1+\varepsilon^2\).

Since \((H-E_k)\varphi_k=0\),
\[
(H-E_k)\Psi=\varepsilon\,(H-E_k)\chi .
\]
Take the product with \(\Psi\):
\[
\langle\Psi|H-E_k|\Psi\rangle
=\varepsilon\langle\varphi_k|(H-E_k)\chi\rangle+\varepsilon^2\langle\chi|H-E_k|\chi\rangle .
\]
In the first term, Hermiticity lets \(H-E_k\) act to the left on \(\varphi_k\), which gives zero. With \(A_1=\langle\chi|H-E_k|\chi\rangle\), division by the norm leaves
\[
D\equiv E-E_k=\frac{\varepsilon^2A_1}{1+\varepsilon^2}.
\]

**Q.** That is the energy. I asked about the scatter.

**A.** The scatter is taken about \(E\), not about \(E_k\), so write \(H-E=(H-E_k)-D\) and expand the square. Angle brackets now mean the expectation value in \(\Psi\), divided by its norm:
\[
\sigma^2=\langle(H-E_k)^2\rangle-2D\langle H-E_k\rangle+D^2
=\langle(H-E_k)^2\rangle-D^2 ,
\]
because \(\langle H-E_k\rangle=D\). The remaining average is the squared length of \(\varepsilon(H-E_k)\chi\) over the norm. With \(A_2=\|(H-E_k)\chi\|^2\),
\[
\sigma^2=\frac{\varepsilon^2A_2}{1+\varepsilon^2}-\left(\frac{\varepsilon^2A_1}{1+\varepsilon^2}\right)^2
=\varepsilon^2A_2+O(\varepsilon^4).
\]
For a fixed direction \(\chi\) with \(A_1\neq0\) and \(A_2\neq0\), both the energy error and the variance are quadratic in \(\varepsilon\). If \(A_1=0\), as for \(\chi=(\varphi_0+\varphi_4)/\sqrt2\) added to the oscillator state \(\varphi_2\), the energy error vanishes while the variance stays quadratic.

**Q.** Both quadratic? I would have expected the variance, being a square, to be of higher order than the energy error.

**A.** At a point where \(\Psi\neq0\), the residual gives
\[
E_L-E_k=\varepsilon\,\frac{(H-E_k)\chi}{\Psi},
\]
which is of first order in \(\varepsilon\) at any fixed point where \(\varphi_k\neq0\) and \((H-E_k)\chi\neq0\). These first-order deviations cancel in the mean, which is why the energy error starts at second order. They do not cancel in the mean square. So \(\sigma\) is of order \(\varepsilon\), and \(\sigma^2\) is of order \(\varepsilon^2\).

**Q.** Show me with numbers.

**A.** In the oscillator \(E_n=n+\tfrac12\). Perturb the ground state along \(\chi=0.6\varphi_2+0.8\varphi_4\), whose components lie 2 and 4 units above it:
\[
A_1=0.36\cdot2+0.64\cdot4=3.28,\qquad A_2=0.36\cdot4+0.64\cdot16=11.68 .
\]
For \(\varepsilon=0.1\) the energy error is \(0.0328/1.01=0.0325\), and \(\sigma^2=0.1168/1.01-0.0325^2=0.1146\). For \(\varepsilon=0.05\) they are \(0.0082\) and \(0.0291\). Halving the error divides the variance by 3.94; the difference from 4 comes from the higher-order terms.

**Q.** Is the energy error always upward?

**A.** For a non-degenerate ground state, yes: \(\chi\) is built from higher states, so \(A_1>0\), and the error is an upward bias. For an excited state \(A_1\) can have either sign. With \(\Psi=\varphi_2+0.05\varphi_0\) we have \(A_1=-2\), and the energy error is \(-0.005/1.0025=-0.00499\). The variance is still positive and quadratic.

**Q.** Then the rule is simple: the better wavefunction has the lower variance.

**A.** Not as a rule for any two functions. The derivation held \(\chi\) fixed, and \(A_2\) depends on \(\chi\) without an upper limit, because \(H\) has no highest energy. Compare two trial functions for the ground state, each with one admixed state at excitation energy \(d\). Then \(A_1=d\), \(A_2=d^2\), and
\[
E-E_0=\frac{\varepsilon^2d}{1+\varepsilon^2},\qquad
\sigma^2=\frac{\varepsilon^2d^2}{1+\varepsilon^2}-\frac{\varepsilon^4d^2}{(1+\varepsilon^2)^2}
=\frac{\varepsilon^2d^2}{(1+\varepsilon^2)^2}.
\]

- \(\varphi_0+0.10\,\varphi_2\), with \(d=2\): bias \(0.0198\), variance \(0.0392\).
- \(\varphi_0+0.05\,\varphi_6\), with \(d=6\): bias \(0.0150\), variance \(0.0896\).

The second has half the norm error and the lower energy, yet more than twice the variance. The variance weights an admixture by the square of its excitation energy, the bias by the first power. What is true is this: both fall as \(\varepsilon^2\) when the error shrinks along a fixed direction with \(A_1\neq0\), which always holds for a non-degenerate ground state, and they fall at least that fast along a changing direction if \(\|(H-E_k)\chi\|\) stays bounded, since that bounds \(A_2\) and, by the Cauchy–Schwarz inequality, \(|A_1|\le\sqrt{A_2}\).

**Q.** Fine. Now connect the variance to the number of points.

**A.** Let \(\bar E\) be the mean of \(N\) sampled local energies. Its variance is the sum of all covariances divided by \(N^2\). For independent points the \(N\) diagonal terms survive, each equal to \(\sigma^2\), so
\[
\operatorname{Var}(\bar E)=\frac{N\sigma^2}{N^2}=\frac{\sigma^2}{N}.
\]
The standard error is \(\sigma/\sqrt N\). To bring it down to a chosen \(\delta\) you need
\[
N=\frac{\sigma^2}{\delta^2},
\]
which is proportional to \(\varepsilon^2\) at leading order.

**Q.** Monte Carlo points usually come from a random walk. They are not independent.

**A.** Then the off-diagonal terms count. Let \(\rho_t\) be the correlation between local energies \(t\) steps apart in a stationary walk. There are \(N-t\) pairs at that distance, each appearing twice in the double sum:
\[
\operatorname{Var}(\bar E)=\frac{\sigma^2}{N}\left[1+2\sum_{t=1}^{N-1}\Big(1-\frac tN\Big)\rho_t\right]\approx\frac{\tau\sigma^2}{N},
\qquad \tau=1+2\sum_{t=1}^{\infty}\rho_t .
\]
The approximation holds when the run is much longer than the correlations. The cost becomes \(N=\tau\sigma^2/\delta^2\). If each point takes computing time \(c\), the total time is \(c\,\tau\sigma^2/\delta^2\). A more elaborate wavefunction saves time if \(\sigma^2\) falls by a larger factor than \(c\,\tau\) rises.

**Q.** I would like one case worked through from trial function to number of points.

**A.** Keep the oscillator and take \(\Psi=e^{-ax^2/2}\) with \(a>0\); the exact ground state has \(a=1\). Differentiating twice gives \(\Psi''=(a^2x^2-a)\Psi\), hence
\[
E_L=\frac a2+\frac{1-a^2}{2}\,x^2 .
\]
For \(a=1\) the \(x^2\) terms cancel and \(E_L=\tfrac12\) everywhere. For \(a>1\) the trial function is too narrow, and \(E_L\) falls as \(|x|\) grows.

The density \(\Psi^2\propto e^{-ax^2}\) is a Gaussian with \(\langle x^2\rangle=1/(2a)\) and \(\langle x^4\rangle=3\langle x^2\rangle^2=3/(4a^2)\). The variance of \(x^2\) is therefore \(3/(4a^2)-1/(4a^2)=1/(2a^2)\). It follows that
\[
E-\frac12=\frac a2+\frac{1-a^2}{4a}-\frac12=\frac{a^2+1-2a}{4a}=\frac{(a-1)^2}{4a},
\]
\[
\sigma^2=\left(\frac{1-a^2}{2}\right)^2\frac1{2a^2}=\frac{(a^2-1)^2}{8a^2}.
\]

**Q.** Where is \(\varepsilon\) in this?

**A.** In the overlap with the exact state. For \(\varphi_0+\varepsilon\chi\) the squared normalized overlap is \(S^2=1/(1+\varepsilon^2)\). The Gaussian integrals give
\[
S^2=\frac{\left(\int e^{-(1+a)x^2/2}dx\right)^2}{\int e^{-x^2}dx\int e^{-ax^2}dx}
=\frac{2\pi/(1+a)}{\pi/\sqrt a}=\frac{2\sqrt a}{1+a},
\]
so that
\[
\varepsilon^2=\frac1{S^2}-1=\frac{1+a}{2\sqrt a}-1=\frac{(\sqrt a-1)^2}{2\sqrt a}.
\]
Now divide, using \(a-1=(\sqrt a-1)(\sqrt a+1)\):
\[
\frac{E-\frac12}{\varepsilon^2}=\frac{(\sqrt a+1)^2}{2\sqrt a}\to2,\qquad
\frac{\sigma^2}{\varepsilon^2}=\frac{(a+1)^2(\sqrt a+1)^2}{4a^{3/2}}\to4
\]
as \(a\to1\). These limits are \(A_1\) and \(A_2\) for an admixture of \(\varphi_2\), which lies 2 units up. That is the right direction: a small change of \(a\) adds a multiple of \(x^2\varphi_0\), which is a combination of \(\varphi_0\) and \(\varphi_2\).

**Q.** And the number of points?

**A.** Ask for a standard error \(\delta=0.001\) with independent points. At \(a=1.2\) the bias is \(0.04/4.8=0.00833\), the variance is \(0.44^2/11.52=0.0168\), and \(N=0.0168/10^{-6}\approx16\,800\). The same arithmetic for other widths gives, in units of \(\hbar\omega\) for the bias and its square for \(\sigma^2\):

| \(a\) | bias | \(\sigma^2\) | \(N\) |
|---|---|---|---|
| 1.40 | 0.0286 | 0.0588 | 58 800 |
| 1.20 | 0.00833 | 0.0168 | 16 800 |
| 1.10 | 0.00227 | 0.00456 | 4 560 |
| 1.05 | 0.000595 | 0.00119 | 1 190 |

Each row halves \(a-1\). From the third row to the last, bias and \(N\) both fall by a factor of 3.8, on the way to the limiting factor of 4.

**Q.** Those are formulas. Does an actual random sample scatter by that much?

**A.** I drew 4000 separate runs of 1000 independent points at \(a=1.2\) and took the standard deviation of the 4000 run means. It was \(0.00409\); the formula gives \(\sqrt{0.0168/1000}=0.00410\).

For correlated points, let \(w^2=1/(2a)\) be the variance of \(x\), let \(\xi_t\) be independent standard normal numbers, and step by
\[
x_{t+1}=r\,x_t+\sqrt{1-r^2}\;w\,\xi_t .
\]
This keeps the Gaussian density unchanged, since \(r^2w^2+(1-r^2)w^2=w^2\). After \(t\) steps \(x\) is \(r^t\) times its old value plus an independent part of zero mean. Squaring, the piece that correlates with the old \(x^2\) is \(r^{2t}x^2\), so \(\rho_t=r^{2t}\) for \(x^2\), and also for \(E_L\), which is linear in \(x^2\). With \(r^2=\tfrac12\),
\[
\tau=1+2\left(\tfrac12+\tfrac14+\dots\right)=3 .
\]
The predicted standard error is \(\sqrt{3\cdot0.0168/1000}=0.00710\); 4000 such runs gave \(0.00711\).

**Q.** Look at your table again. At \(a=1.2\) you spend 16 800 points to reach a precision of 0.001 on an energy that is wrong by 0.008. What is the use?

**A.** Little, if the exact energy is what you want. More points reduce the statistical error and leave the bias where it is. A sensible stopping point is where the two are equal, \(\delta=E-E_0\), which needs
\[
M=\frac{\sigma^2}{(E-E_0)^2}=\frac{(a^2-1)^2}{8a^2}\cdot\frac{16a^2}{(a-1)^4}=\frac{2(a+1)^2}{(a-1)^2}
\]
independent points. That is 242 at \(a=1.2\), 882 at \(a=1.1\) and 3362 at \(a=1.05\).

**Q.** So the better wavefunction needs more points after all!

**A.** For that more demanding goal, yes. In general \(M\approx A_2/(A_1^2\varepsilon^2)\): the variance falls as \(\varepsilon^2\), but the square of the bias falls as \(\varepsilon^4\). The saving from a better wavefunction applies at a fixed target \(\delta\). If you tighten the target in step with the bias, the number of points grows, and what you buy is a smaller total error.

**Q.** In a real problem I don't know \(E_0\), so I can't see the bias. I can measure the variance. Does that tell me anything?

**A.** It does for the ground state, given the first excited energy \(E_1\) or a lower bound on it. No eigenvalue lies between \(E_0\) and \(E_1\), so \((E_n-E_0)(E_n-E_1)\ge0\) for every \(n\). Averaging over the eigenstates contained in \(\Psi\),
\[
0\le\langle(H-E_0)(H-E_1)\rangle=\langle H^2\rangle-(E_0+E_1)E+E_0E_1 .
\]
Insert \(\langle H^2\rangle=\sigma^2+E^2\) and factorize:
\[
0\le\sigma^2+(E-E_0)(E-E_1).
\]
If \(E<E_1\), this rearranges to
\[
E-E_0\le\frac{\sigma^2}{E_1-E}.
\]
Replacing \(E_1\) by a lower bound that still lies above \(E\) only shrinks the denominator, so the inequality survives; an overestimate of \(E_1\) can break it. The bias is below a tolerance \(\eta\) once \(\sigma^2<\eta\,(E_1-E)\). A small variance alone is not enough, because the denominator can be small too: for \(\varphi_1+\varepsilon\varphi_0\) in the oscillator, \(\sigma^2=\varepsilon^2/(1+\varepsilon^2)^2\) and \(E_1-E=\varepsilon^2/(1+\varepsilon^2)\), so the bound is \(1/(1+\varepsilon^2)\), which is also the actual bias. The condition \(E<E_1\) cannot be dropped: the first excited state has zero variance and is no approximation to \(E_0\). The bound also needs the true \(\sigma^2\), not a lucky sample of it. If \(\Psi\) has a node where \(H\Psi\neq0\), as approximate many-electron functions generally do, then at distance \(s\) from the node \(E_L\sim1/s\) and the density \(\sim s^2\). The variance is finite, but the fourth moment of \(E_L\) is not, so the sampled variance converges slowly: it usually comes out somewhat low, with rare large outliers.

**Q.** How tight is it when the trial function is not made from known eigenstates?

**A.** Add \(0.1x^4\) to the oscillator potential. Diagonalizing \(H\) in 100 oscillator functions gives \(E_0=0.5591\) and \(E_1=1.7695\). For the Gaussian with \(a=1.2\), the quartic term adds \(0.1\cdot3/(4a^2)=0.0521\) to the earlier energy \(0.5083\), so \(E=0.5604\). Numerical integration of \((E_L-E)^2\) over the density gives \(\sigma^2=0.00755\). The bound is
\[
\frac{0.00755}{1.7695-0.5604}=0.0062,
\]
while the actual bias is \(0.0013\). The bound is safe but about five times too large here. If the Gaussian has \(a=1.4\) and is displaced to \(x=0.4\), the same procedure gives a bias of \(0.125\) and a bound of \(0.134\), which is much closer. The bound is a ceiling, not an estimate, and its tightness depends on which excited states the error contains. The slack in the inequality is the weighted average of \((E_n-E_0)(E_n-E_1)\), which gets nothing from \(n=0\) and \(n=1\) and a positive amount from every higher state. The centred Gaussian is even, so it has no overlap with the odd first excited state and its whole error lies in higher states; displacing it puts part of the error into the first excited state, which adds no slack. The width matters too: at \(a=1.4\) the centred Gaussian has bias \(0.0077\) and bound \(0.0182\), a ratio of \(2.4\), and the displacement to \(x=0.4\) brings that ratio down to \(1.08\). The bound is useful for small systems. For \(n\) independent copies of a system the bias and \(\sigma^2\) both grow as \(n\) while \(E_1-E_0\) stays fixed, so the bound loosens and eventually \(E<E_1\) fails: for the centred Gaussian at \(a=1.2\) this happens near \(n=1.21/0.00127\approx950\). For a large system, or one without a gap, the bound gives no information.
